# Effective force constants from canonical force fitting and the displacement covariance

## What scaling fixes, and what it leaves open

Let $u=(u_1,\dots,u_n)$ be displacements from a fixed reference, with potential energy $V(u)$ and forces $F_i=-\partial V/\partial u_i$. We look for the matrix $\Phi$ that makes $-\Phi u$ the best linear description of the forces met at temperature $T$.

Change coordinates by $u=Ay$, with $A$ invertible. The chain rule gives the forces conjugate to $y$ as $A^TF$, so a law $F\approx-\Phi u$ becomes $A^TF\approx-(A^T\Phi A)\,y$. The covariance $C$ of $u$ becomes $C_y=A^{-1}CA^{-T}$, hence $C_y^{-1}=A^TC^{-1}A$. Force constants and the inverse covariance therefore transform alike. Taking $A=C^{1/2}$ makes $C_y$ the unit matrix, and since $\Phi$ is an energy divided by a length squared,
$$\Phi=kT\,C^{-1/2}\,g\,C^{-1/2},$$
with $g$ a dimensionless matrix.

For a harmonic potential $V=\tfrac12u^TKu$ the force is $-Ku$ and $C=kT\,K^{-1}$, so $\Phi=K$ and $g=1$. For a double well of barrier $E$, scaling would allow $g$ to depend on $E/kT$. It does not: $g=1$ there too. Two derivations follow, one from the distribution of positions and one from the motion. They share the equations of the fit.

## The equations of the fit

Angle brackets denote the canonical average, with density $p(u)=e^{-V/kT}/Z$. Assume that $V$ is smooth and confining, so that $p$ and its products with $u$ and $F$ vanish at infinity, and that the second moments are finite. Every element of $\Phi$ is free; no symmetry or cutoff is imposed.

First fit without a constant force. With $M=\langle uu^T\rangle$, the mean squared error is
$$L=\langle|F+\Phi u|^2\rangle=\sum_i\langle F_i^2\rangle+2\sum_{ij}\Phi_{ij}\langle F_iu_j\rangle+\sum_{ijk}\Phi_{ij}M_{jk}\Phi_{ik}.$$
Setting $\partial L/\partial\Phi_{ab}=0$ gives $2\langle F_au_b\rangle+2(\Phi M)_{ab}=0$, or
$$\Phi M=-\langle Fu^T\rangle.\tag{1}$$
A change $\delta\Phi$ from this point raises $L$ by $\mathrm{tr}(\delta\Phi\,M\,\delta\Phi^T)$, which is positive if $M$ is invertible, so the minimum is unique.

Now allow a constant, $F\approx f_0-\Phi u$. Minimizing over $f_0$ makes the mean error vanish: $f_0=\langle F\rangle+\Phi\langle u\rangle$. The remaining error is $\delta F+\Phi\,\delta u$, where $\delta$ marks a deviation from the mean. This is the previous problem in new variables, so
$$\Phi C=-\langle\delta F\,\delta u^T\rangle,\qquad C=M-\langle u\rangle\langle u\rangle^T.\tag{2}$$

What remains is the correlation of force with displacement.

## First derivation: the distribution of positions

Differentiating the density gives
$$\frac{\partial p}{\partial u_i}=-\frac{1}{kT}\frac{\partial V}{\partial u_i}\,p=\frac{F_i\,p}{kT}.$$
The force weighted by the density is thus a pure gradient, $F_ip=kT\,\partial_ip$. Integrating it over all space gives $\langle F_i\rangle=0$, because $p$ vanishes at infinity. Multiplying by $u_j$ first and integrating by parts gives
$$\langle F_iu_j\rangle=kT\int u_j\,\partial_ip\,du=kT\int\partial_i(u_jp)\,du-kT\int\delta_{ij}\,p\,du=-kT\,\delta_{ij}.\tag{3}$$
The first integral is a surface term and vanishes; the second is the normalization. Since $\langle F\rangle=0$, the right-hand sides of (1) and (2) are both $kT$ times the unit matrix:
$$\boxed{\Phi=kT\,C^{-1}\ \text{with a constant},\qquad \Phi=kT\,M^{-1}\ \text{without one.}}\tag{4}$$

The word "covariance" therefore needs a condition: either the fit contains a constant, or the reference is the mean position. In the first case $f_0=\Phi\langle u\rangle$.

Nothing was expanded about a minimum, and the number of wells did not enter. The fitted matrix is symmetric and positive definite because the covariance is, even if the Hessian $\partial_i\partial_jV$ at the reference has negative eigenvalues.

If rigid translations are removed, $C$ is singular. Write $u=Bq$, where the columns of $B$ are orthonormal and span the allowed displacements. The result holds for $q$ and its conjugate forces $B^TF$, and the matrix that acts on the allowed space alone is $kT\,B\,C_q^{-1}B^T$, which is $kT$ times the pseudo-inverse of $C$. It describes the projected forces $BB^TF$. If the unweighted mean of the positions is held fixed, the forces of a translation-invariant potential sum to zero, lie in the allowed space, and are described in full. If instead the centre of mass of unequal masses is fixed, as for Hf and O, the projection changes the forces: even for a harmonic $K$ the pseudo-inverse gives $BB^TKBB^T$, whose rows do not sum to zero. The snapshots should then be recentred on the unweighted mean first.

## Second derivation: stationary motion

Give each coordinate a mass $m_i$ and momentum $p_i=m_i\dot u_i$. Draw positions and momenta from the canonical distribution, proportional to $e^{-H/kT}$, and let every copy move by Newton's equations. Energy is conserved and phase-space volume is preserved, so the distribution does not change and no average depends on time.

Apply this first to $p_i$: $0=\frac{d}{dt}\langle p_i\rangle=\langle F_i\rangle$. Then apply it to the product $u_jp_i$:
$$0=\frac{d}{dt}\langle u_jp_i\rangle=\left\langle\frac{p_j}{m_j}p_i\right\rangle+\langle u_jF_i\rangle.$$
Therefore
$$-\langle F_iu_j\rangle=\frac{\langle p_ip_j\rangle}{m_j}.\tag{5}$$
Classical momenta are independent Gaussians with $\langle p_ip_j\rangle=m_ikT\,\delta_{ij}$. The masses cancel, (5) becomes (3), and (4) follows as before. In this reading the $kT$ in the effective force constant is twice the kinetic energy per coordinate.

## What each derivation assumes

The first derivation uses positions alone. It needs the Boltzmann density and a vanishing surface term, but neither masses nor a law of motion, so it covers Monte Carlo snapshots as well as molecular dynamics. The density and the forces must belong to the same potential.

The second derivation needs a stationary distribution and, in its last step, equipartition. It shows what happens when equipartition fails. For quantum nuclei in thermal equilibrium, the Heisenberg equation for the operator $u_jp_i$ has the same two terms, and its average is again constant. Equation (5) survives, but $\langle p_ip_j\rangle/m_j$ is no longer $kT\,\delta_{ij}$. Force fitting and the inverse covariance then give different matrices.

Trapping in one well separates the two arguments further. Take one coordinate and keep the Boltzmann density on $u>0$ alone, normalized there. The surface at $u=0$ now contributes:
$$\langle F\rangle=kT\int_0^\infty p'\,du=-kT\,p(0),\qquad \langle Fu\rangle=kT\,[up]_0^\infty-kT=-kT.$$
The covariance of $F$ and $u$ is $-kT+kT\,p(0)\langle u\rangle$, so the slope of the fit with a constant is
$$\Phi_{\rm trap}=\frac{kT\,[1-p(0)\langle u\rangle]}{\mathrm{Var}\,u}.\tag{6}$$
The second derivation doesn't apply here, since copies with enough energy cross $u=0$ and the restricted distribution is not stationary. Equation (6) belongs to this cut density. Copies that never cross, those with total energy below the barrier, do form a stationary set. For them $\langle F\rangle=0$ and (5) holds, but equipartition does not, so the slope is $\langle p^2\rangle/(m\,\mathrm{Var}\,u)$ with no surface term.

## What the matrix means

Add a constant external force $f$, so that $V\to V-f\cdot u$, at fixed temperature. Differentiating $\langle u_i\rangle=\int u_ie^{-(V-f\cdot u)/kT}du\,/Z(f)$ gives one term from the numerator and one from $Z$:
$$\frac{\partial\langle u_i\rangle}{\partial f_j}=\frac{\langle u_iu_j\rangle-\langle u_i\rangle\langle u_j\rangle}{kT}=\frac{C_{ij}}{kT}=(\Phi^{-1})_{ij}.$$
With a constant in the fit, $\Phi$ is thus the inverse static susceptibility. In a symmetric double well with $kT$ well below the barrier, it mainly reflects how easily a force shifts population between the wells, not how fast the atom vibrates in one of them.

Nor is $\Phi$ the average Hessian. Putting $F_j$ in place of $u_j$ in the integration by parts gives
$$\langle F_iF_j\rangle=-kT\langle\partial_iF_j\rangle=kT\,H_{ij},\qquad H_{ij}=\langle\partial_i\partial_jV\rangle.$$
The residual $r=F+\Phi\,\delta u$ then has the covariance
$$\langle rr^T\rangle=kTH-2kT\,\Phi+\Phi C\Phi=kT(H-\Phi),\tag{7}$$
since $\Phi C\Phi=kT\,\Phi$. A covariance has no negative eigenvalue, so neither has $H-\Phi$. The gap between the mean Hessian and $\Phi$ measures what the linear law misses.

## One double well at low temperature

Take $V=E(u^2/a^2-1)^2$, with minima at $\pm a$, barrier $E$ and curvature $8E/a^2$ at each minimum. By symmetry $\langle u\rangle=0$, so $\Phi=kT/\langle u^2\rangle$.

Put $s=u^2/a^2-1$. Then $V=Es^2$ and, in either well, $|du|\propto(1+s)^{-1/2}ds\approx(1-s/2)\,ds$. The Gaussian factor $e^{-Es^2/kT}$ has variance $kT/2E$, so to leading order $\langle s\rangle=-\tfrac12\langle s^2\rangle=-kT/4E$. Hence $\langle u^2\rangle=a^2(1-kT/4E)$ and
$$\Phi\approx\frac{kT}{a^2}\left(1+\frac{kT}{4E}\right),\qquad kT\ll E.\tag{8}$$
The effective constant goes to zero with temperature while the well curvature stays fixed. A classical particle that visits both wells is ever easier to polarize as it cools, provided that the sampling still crosses the barrier.

## A pair of hafnia-like cells

Consider two neighbouring cells, each with one polar oxygen coordinate:
$$V=\sum_{i=1}^2E\left(\frac{u_i^2}{a^2}-1\right)^2+\frac{\kappa}{2}(u_1-u_2)^2,$$
with $E=0.12$ eV, $a=0.03$ nm and $\kappa=10$ eV/nm². The moving mass is that of four oxygen atoms, the effective charge $q$ is $10\,e$ and the cell volume $\Omega$ is 0.135 nm³. At the minima the polarization $qa/\Omega$ is 35.6 µC/cm². Force constants below are in eV/nm², and $T=300$ K unless stated, so $kT=25.85$ meV and $E/kT=4.64$.

The moments are $M_{11}=8.249\times10^{-4}$ nm² and $M_{12}=2.525\times10^{-4}$ nm². Inverting the two-by-two matrix gives
$$\Phi_{11}=\frac{kT\,M_{11}}{M_{11}^2-M_{12}^2}=34.6,\qquad \Phi_{12}=-\frac{kT\,M_{12}}{M_{11}^2-M_{12}^2}=-10.6.$$
A least-squares fit of the forces, weighted by the Boltzmann factor on a grid, was tested against these inverse moments and agrees to within $10^{-7}$ of the largest matrix element. At the origin the diagonal of the Hessian is $-523$. The fit is stable where the potential is at a local maximum.

The coupling $\Phi_{12}$ lies close to $-\kappa$ for a reason. The spring contributes the cross term $-\kappa u_1u_2$. To first order in it, $M_{12}=\kappa M_{11}^2/kT$, because each cell is symmetric on its own, and so $\Phi_{12}\approx-kT\,M_{12}/M_{11}^2=-\kappa$. The expansion parameter $\kappa M_{11}/kT$ is about 0.5 at 200 K and 0.1 at 800 K; the computed coupling moves from $-11.5$ to $-10.05$.

For equal displacements of both cells the stiffness is $\Phi_{11}+\Phi_{12}$. It is 13.9 at 200 K, 24.0 at 300 K and 83.7 at 800 K. The potential is the same throughout; the change comes from the sampling.

**A poor predictor of forces.** The mean Hessian has $H_{11}=943$. By (7), the linear law explains $34.6/943=3.7\%$ of the force variance. This matters for finite samples. From 80,000 independent snapshots the fit gives $\Phi_{11}=34.7\pm0.8$, but over batches of 200 snapshots it scatters with a standard deviation of 15. The residual force has standard deviation $\sqrt{kT(H_{11}-\Phi_{11})}\approx4.8$ eV/nm. If it were independent of $u$, the slope would scatter by $4.8\sqrt{(M^{-1})_{11}/200}\approx12$, which accounts for most of this. On the same batches $kT\,M^{-1}$ scatters by 1.8, so for independent snapshots of this model the covariance is the better route to the same number. The advantage need not carry over to a densely sampled trajectory. There the time average of $F_iu_j$ is tied to that of $-p_ip_j/m_j$, as in (5), and both estimates inherit the same slow noise in $M$ from the rare hops between wells.

**A shifted mean.** An imprint field of 0.5 MV/cm pushes each cell with 0.5 eV/nm and moves the mean to 0.0177 nm. The fit with a constant gives $\Phi_{11}=51.3$ and $\Phi_{12}=-12.1$; without one they are 41.7 and $-21.6$. Both are correct least-squares answers, but the first gives the response about the shifted state. Its constant, $f_0=(51.26-12.08)\times0.01774\approx0.695$ eV/nm, is not the applied force.

The asymmetric pair in the numerical output has barriers of 0.12 and 0.072 eV, minima at 0.03 and 0.036 nm, biases of 0.3 and 0.12 eV/nm and an added energy $(0.01\ \text{eV})\,u_1^2u_2/a^3$. Both forms of (4) were tested there too, to the same relative tolerance.

**A restricted fit.** If the force on cell 1 is fitted to $u_1$ alone, (1) becomes a scalar equation and gives $kT/M_{11}=31.3$, not 34.6. A cutoff breaks the matrix identity in the same way if it removes couplings that are not zero in the full fit; if they are negligible there, little changes.

## Trapping and Gaussian sampling

For an isolated cell, without the spring, the fit gives 30.9. Equation (8) gives $28.72\times1.0539=30.3$, or 2% less.

Confined to $u>0$, the same cell gives $kT/\mathrm{Var}\,u=739$. With $p(0)\langle u\rangle=0.021$, equation (6) lowers this to 724. The curvature at the minimum is 1067, so anharmonicity within the well is also strong. Leaving out the constant returns 30.9 even though only one well was seen, because $u^2$ and $uF$ are even in $u$. That agreement is no evidence that the trajectory crossed the barrier.

The transition-state estimate divides the population of one side, $\tfrac12$, by the one-way flux $p_1(0)\sqrt{kT/2\pi m}$, where $p_1$ is the density of one coordinate of the pair. The result is 15 ps. Immediate recrossings count as crossings in this flux, so the wait between settled hops is at least this long. A run must last many such times to sample both wells.

A centred Gaussian ensemble chosen self-consistently gives another number. Let the classical Gaussian have $\langle u^2\rangle=kT/\Phi$. For Gaussian sampling, integration by parts gives the fitted slope as $\langle V''\rangle$, so
$$\Phi=\frac{4E}{a^2}\left(\frac{3kT}{a^2\Phi}-1\right),\qquad \Phi^2+\frac{4E}{a^2}\Phi-\frac{12E\,kT}{a^4}=0.$$
The positive root is 75.5, more than twice the canonical value. The forces are the same, but the sampling density no longer belongs to them.

## The model beside real films

The displacement, charge and volume are rough values chosen to give a polarization of some tens of µC/cm², as in ferroelectric hafnia. The barrier and the spring are model choices, not values calculated for hafnia, and the stiffnesses and the hopping time depend on them. Strain, other phonons and three-dimensional coupling are absent. The last omission is the most serious: a working film keeps its polarization, whereas this pair hops between wells. If a cell stays in one well, its static stiffness is nearer the trapped value $kT/\mathrm{Var}\,u=739$ than the 31 of free hopping, a factor of about 24 for the isolated cell. For the density cut at $u=0$ the fitted slope of 724 is slightly lower because of the surface term in (6), so it is not exactly the inverse susceptibility of that density. These values depend on how trapping is defined: for canonical copies with total energy below the barrier the slope is about 776.

Other omissions can be sized at 300 K:

- **Quantum nuclei.** The force fit rises from 34.6 to 37.3, while $kT$ times the inverse covariance is 34.7. Twice the kinetic energy per cell is 27.8 meV instead of 25.9 meV, the same 7% by which the two estimates differ, as (5) requires when momentum correlations between the cells are small. The tunnelling splitting of the lowest pair of levels in an isolated cell is below 0.001 µeV; pairs nearer the barrier top are split far more.
- **More cells.** In an infinite chain with the same spring the uniform stiffness is 17.1, or 29% below the pair.
- **Strong fields.** At 1 MV/cm the linear response of the pair predicts a mean displacement of 0.042 nm; the computed one is 0.026 nm. Fields of this size lie outside the linear regime of the model.
- **Imperfect screening.** Let a short-circuited capacitor hold a film of thickness $d_f$ and a non-polar layer $d_l$, both of background permittivity $\varepsilon$. Zero voltage means $d_fE_f+d_lE_l=0$, and continuity of the electric displacement means $\varepsilon_0\varepsilon E_f+P=\varepsilon_0\varepsilon E_l$. Eliminating $E_l$ and using $P=qu/\Omega$, the force $qE_f$ equals $-k_{\rm dep}u$ with
$$k_{\rm dep}=\frac{q^2}{\varepsilon_0\varepsilon\,\Omega\,(1+d_f/d_l)}.$$
For $d_f=10$ nm, $d_l=0.5$ nm and $\varepsilon=25$ this is 25.5. In the limit of many cells it adds to the stiffness of the film-wide average displacement. It exceeds the chain's own 17.1.

## Computed values

```
Force constants in eV/nm^2 unless stated; 300 K unless stated
barrier 0.12 eV, minimum 0.03 nm, spring 10.0 eV/nm^2
charge 10.0 e, cell 0.135 nm^3, mass 63.996 u
polarization at minimum: 35.6 uC/cm2
kT: 25.852 meV; barrier/kT: 4.642
Pair: T(K), rms u(nm), Phi11, Phi12, uniform Phi11+Phi12
    200  0.02920    25.433   -11.517    13.916
    300  0.02872    34.578   -10.584    23.994
    400  0.02827    45.446   -10.288    35.158
    800  0.02728    93.733   -10.049    83.684
<u1u1>, <u1u2>: 8.2493e-04, 2.5251e-04 nm^2
Hessian at origin 11, 12: -523.33, -10.00
mean Hessian 11: 943.21
share of force variance explained: 3.67 %
diagonal-only fit, pair: 31.338
Asymmetric pair, fit with constant: 36.190, -9.648, 26.428
Asymmetric pair, no constant: 33.386, -7.892, 25.328
Imprint 0.5 MV/cm: force 0.500 eV/nm, mean u 0.01774 nm
  Phi11, Phi12 no constant: 41.695, -21.645
  Phi11, Phi12 with constant: 51.261, -12.079
Snapshots 80000: fitted Phi11 34.73 +- 0.75
  fitted Phi12 -11.51, Phi21 -10.81 +- 0.62
  spread of Phi11 for 200 snapshots: fit 14.95, covariance 1.82
Isolated cell: Phi 30.858, well curvature 1066.7
  low-T formula: 30.271
  trapped in u>0, with constant: 723.8
  trapped kT/variance: 739.2; p(0)<u>: 0.0209
  trapped, no constant: 30.858
  self-consistent centred Gaussian: 75.49
  quantum hbar*omega: well 26.40 meV, Phi 4.49 meV
Neglected effects
  quantum nuclei, Phi11: force fit 37.305, kT/covariance 34.707
  quantum 2*kinetic energy per cell: 27.781 meV
  tunnelling splitting, isolated cell: 0.000 ueV
  waiting time in a well, at least: 15.4 ps
  uniform Phi: pair 23.994, infinite chain 17.086
  mean u at 1 MV/cm: exact 0.02593, linear 0.04168 nm
  layer 0.5 nm on film 10.0 nm, permittivity 25.0:
  depolarizing stiffness 25.53
```
